# Zero-Point Gap Reduction from a High-Temperature Slope

## Problem

The band gap of a nonpolar semiconductor falls on heating. At high temperature its slope approaches a constant of magnitude \(s=0.3\) meV/K. The phonons responsible are represented by one effective temperature \(\Theta=400\) K, defined by \(k_B\Theta=\hbar\omega\). The crystal is free of external stress.

(a) By how much does the zero-point motion of the lattice reduce the gap at 0 K?

(b) How does the answer change if the slope was read at 300 K, or if several kinds of phonon contribute?

(c) Which physical effects break the estimate, and what happens in polar CdTe?

Two reference gaps are needed. \(E_{\rm bare}\) is the gap with all atoms at rest at the minimum of the static lattice energy. \(E_g(0)\) is the gap at 0 K, where the atoms still have zero-point motion. The quantity sought is

\[
Z=E_{\rm bare}-E_g(0).
\]

The bare gap cannot be reached by cooling. Here \(Z\) is inferred from the temperature dependence.

## Solution to (a)

**From displacement to temperature.** Take one harmonic mode with displacement \(x\), measured in units of \(\sqrt{\hbar/M\omega}\), where \(M\) is the mode mass. Its Hamiltonian is \(\hbar\omega(p^2+x^2)/2\), with \(p\) the matching dimensionless momentum. Assume first that the electrons follow the lattice without delay, so that the gap is a function of \(x\). To second order,

\[
E_g(x)=E_{\rm bare}+g_1x-c\,x^2 .
\]

The oscillator states have definite parity, so \(\langle x\rangle=0\) and the linear term drops out of the average. In the state with \(n\) quanta the mean kinetic and potential energies are equal, so \(\langle p^2\rangle=\langle x^2\rangle\). Since the total energy is \(\hbar\omega(n+\tfrac12)\), it follows that \(\langle x^2\rangle=n+\tfrac12\).

In thermal equilibrium \(n\) is replaced by its mean, \(\bar n=1/(e^{\Theta/T}-1)\), and

\[
\bar n+\frac12=\frac{e^{\Theta/T}+1}{2(e^{\Theta/T}-1)}
=\frac12\coth\frac{\Theta}{2T}.
\]

The last step divides numerator and denominator by \(e^{\Theta/2T}\). The mean gap is therefore

\[
E_g(T)=E_{\rm bare}-\frac c2\coth\frac{\Theta}{2T}.
\]

As \(T\to0\) the hyperbolic cotangent tends to 1, so \(Z=c/2\) and

\[
E_g(T)=E_{\rm bare}-Z\coth\frac{\Theta}{2T}. \tag{1}
\]

The same constant \(Z\) governs the zero-point shift and the thermal shift. This is why a measurement on a hot crystal can say something about its ground state.

**The high-temperature line.** Put \(y=\Theta/2T\). For small \(y\),

\[
\coth y=\frac{1+y^2/2+\dots}{y(1+y^2/6+\dots)}
=\frac1y+\frac y3+\dots
\]

Substitution into (1) gives

\[
E_{\rm bare}-E_g(T)=\frac{2Z}{\Theta}T+\frac{Z\Theta}{6T}+\dots \tag{2}
\]

The first term is a straight line of slope \(s=2Z/\Theta\). Hence

\[
\boxed{Z=\frac{s\Theta}{2}}
\]

and the numbers give

\[
Z=\frac{0.3\ \text{meV/K}\times400\ \text{K}}2=60\ \text{meV}=0.060\ \text{eV}.
\]

The factor of one half has a simple meaning. A classical oscillator has mean energy \(k_BT\), while the quantum oscillator at 0 K has \(k_B\Theta/2\). The zero-point motion thus shifts the gap as much as classical motion would at \(T=\Theta/2\), here 200 K.

Expansion (2) has no term independent of \(T\). The high-temperature line, extended back to 0 K, therefore meets the energy axis at \(E_{\rm bare}\). The true curve bends away from it and ends lower by \(Z\). The table shows the approach to the line; all shifts are in meV.

| \(T\) (K) | \(E_{\rm bare}-E_g(T)\) | \(E_g(0)-E_g(T)\) | line \(sT\) |
|---:|---:|---:|---:|
| 100 | 62.2 | 2.2 | 30 |
| 200 | 78.8 | 18.8 | 60 |
| 300 | 103.0 | 43.0 | 90 |
| 400 | 129.8 | 69.8 | 120 |
| 800 | 245.0 | 185.0 | 240 |

At 800 K the curve lies 5 meV from the line, as the second term of (2) predicts: \(60\times400/(6\times800)=5\) meV. At 100 K the gap has moved by only 2 meV from its 0 K value, although it is already 62 meV below the bare gap. A flat low-temperature curve is no sign of a small zero-point shift.

As an independent check, the oscillator was diagonalized on a grid. The coupling \(c\) was set by requiring the slope at \(T=8\Theta\) to be 0.3 meV/K, and the ground state then gave \(Z=60.08\) meV. The excess of 0.08 meV arises because the slope at \(8\Theta\) is still slightly below its limit, by an amount that follows from the next formula.

## Solution to (b)

**A slope read at finite temperature.** Differentiate (1), using \(d\coth y/dy=-1/\sinh^2y\) and \(dy/dT=-\Theta/2T^2\):

\[
\left|\frac{dE_g}{dT}\right|
=\frac{Z\Theta}{2T^2\sinh^2y}
=s\left(\frac{y}{\sinh y}\right)^2. \tag{3}
\]

The second form uses \(Z=s\Theta/2\) and \(\Theta^2/4T^2=y^2\). For small \(y\) the factor is \(1-y^2/3\). At \(T=8\Theta\), \(y=1/16\) and the deficit is 0.13%, which accounts for the 0.08 meV above.

At 300 K, \(y=0.667\) and the factor is 0.864. If 0.3 meV/K is the local slope there, the asymptotic slope is larger, and

\[
Z=\frac{60\ \text{meV}}{0.864}=69\ \text{meV}.
\]

At 600 K the factor is 0.964. The temperature at which the slope was taken therefore belongs with the slope itself. Independent errors of 10% in \(s\) and \(\Theta\) add in quadrature to 14% of \(Z\), or about 8 meV. The result deserves to be quoted as "near 60 meV".

**Several modes.** For independent harmonic modes the cross terms \(\langle x_ix_j\rangle\) vanish, and the shifts add. Mode \(i\) contributes \(Z_i\) to the zero-point reduction and \(s_i=2Z_i/\Theta_i\) to the slope. Therefore

\[
Z=\sum_iZ_i=\frac12\sum_is_i\Theta_i
=\frac{s\langle\Theta\rangle}{2},\qquad
\langle\Theta\rangle=\frac{\sum_is_i\Theta_i}{\sum_is_i}. \tag{4}
\]

The rule survives, provided that the effective temperature is the mean weighted by contributions to the slope. A temperature obtained in another way need not equal this mean.

Consider modes at 200 K and 600 K with \(Z_i=15\) and 45 meV. Each contributes a slope of 0.15 meV/K, since \(2\times15/200=2\times45/600=0.15\). The sum is 0.3 meV/K, the weighted mean is 400 K, and \(Z\) is again 60 meV. Now suppose that only \(E_g(0)-E_g(T)\) between 20 and 500 K is known, and that a single oscillator is fitted to it by least squares. The third row below shows the outcome.

| Case | \(s\) (meV/K) | \(\Theta\) (K) | \(Z\) (meV) |
|---|---:|---:|---:|
| one mode | 0.300 | 400 | 60 |
| two modes, true values | 0.300 | 400 | 60 |
| two modes, one-mode fit | 0.279 | 326 | 45 |
| modes of opposite sign | 0.300 | 500 | 75 |

The fit obeys \(Z=s\Theta/2\), but both of its inputs are too low, and \(Z\) falls 24% below the true value. Equation (2) indicates one cause. Summed over modes, its second term is \(\sum_iZ_i\Theta_i/6T=s\langle\Theta^2\rangle/12T\). With positive weights \(\langle\Theta^2\rangle\ge\langle\Theta\rangle^2\), so at high temperature a spread of frequencies makes the measured drop larger than for one mode with the same \(s\) and \(\langle\Theta\rangle\). A one-mode curve can imitate a larger drop with a smaller \(Z\), because the measured drop is the total lowering minus \(Z\). The limited temperature range makes this worse, although a single mode would be fitted exactly on any range: below 500 K the 600 K mode has not yet reached its full slope, so the fit underestimates \(s\) as well. Data extending to higher temperatures bring the fit closer to the true value.

The last row has a mode at 100 K that raises the gap, with \(Z_1=-5\) meV, and one at 400 K that lowers it, with \(Z_2=80\) meV. Their slopes are \(-0.1\) and \(+0.4\) meV/K. The weighted mean is \((-0.1\times100+0.4\times400)/0.3=500\) K, above both phonon temperatures. With contributions of opposite sign, \(\langle\Theta\rangle\) is a bookkeeping quantity and need not be the energy of any phonon.

## Solution to (c)

**Electrons that do not follow at once.** Equation (1) neglected the phonon energy in the electronic response. To restore it, let the conduction-band edge be coupled by \(gx\) to one remote level a distance \(\Delta>\hbar\omega\) above it. The squared matrix elements of \(x\) are \((n+1)/2\) for emission of a phonon and \(n/2\) for absorption. The intermediate states lie higher by \(\Delta+\hbar\omega\) and \(\Delta-\hbar\omega\). Second-order perturbation theory, valid for weak coupling, gives the lowering

\[
\frac{g^2}{2}\left[\frac{n+1}{\Delta+\hbar\omega}
+\frac{n}{\Delta-\hbar\omega}\right]
\equiv P(n+1)+Qn. \tag{5}
\]

At 0 K only emission remains, so \(Z=P\). At high temperature \(\bar n=T/\Theta-\tfrac12+\dots\), which follows from the expansion of \(\coth y\). The thermal average of (5) becomes

\[
(P+Q)\frac T\Theta+\frac{P-Q}{2}+\dots
\]

Thus \(s\Theta=P+Q\), and

\[
\frac{Z}{s\Theta/2}=\frac{2P}{P+Q}. \tag{6}
\]

The rule requires emission and absorption to have equal weight. If they differ, the high-temperature line no longer extrapolates to the bare gap. For the single remote level,

\[
P+Q=\frac{g^2}{2}\,\frac{2\Delta}{\Delta^2-(\hbar\omega)^2},
\qquad
\frac{2P}{P+Q}=\frac{\Delta-\hbar\omega}{\Delta}
=1-\frac{\hbar\omega}{\Delta}.
\]

The example has \(\hbar\omega=k_B\Theta=34.5\) meV. With \(\Delta=1\) eV, and with the whole shift assigned to this level, \(Z\) is 3.4% below the rule at fixed slope, or about 2 meV. For this level the correction is small because the electronic energy is large compared with the phonon energy. Scattering within the band also reaches nearby states, even in a nonpolar crystal. They carry little weight there, but with equal coupling to all states of a three-dimensional band one or two eV wide, whose density of states rises as the square root of the energy from the edge, the correction grows to roughly 9 to 15%.

**Polar coupling.** At a band edge in a polar crystal the nearby states weigh far more: those within one phonon energy of the edge supply half of the polar shift at 0 K. A long-wavelength optical phonon scatters the electron within its own band, to states at arbitrarily small distance. The strength of this coupling follows from electrostatics. Let \(\epsilon_\infty\) be the relative dielectric constant with the ions fixed and \(\epsilon_s\) the static one. When the ions relax around a fixed point charge \(e\), the energy falls by

\[
\sum_q\frac{e^2}{2\epsilon_0q^2V}\,\kappa,\qquad
\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_s},
\]

where \(V\) is the crystal volume. In the phonon description the fixed charge displaces each oscillator and lowers its energy by \(|M_q|^2/\hbar\omega\), where \(M_q\) is the amplitude for emitting one phonon. Equating the two gives

\[
|M_q|^2=\frac{C}{q^2V},\qquad C=\frac{e^2\hbar\omega\,\kappa}{2\epsilon_0}.
\]

For an electron at rest at a parabolic band edge of mass \(m\), emission leads to energy \(\hbar\omega+\hbar^2q^2/2m\). Replace the sum over \(q\) by \(V\int4\pi q^2dq/(2\pi)^3\), and set \(q=q_0u\) with \(\hbar^2q_0^2/2m=\hbar\omega\):

\[
P=\frac{Cq_0}{2\pi^2\hbar\omega}\int_0^\infty\frac{du}{1+u^2}
=\frac{Cq_0}{4\pi\hbar\omega}=\alpha\hbar\omega,
\]

\[
\alpha=\frac{e^2\kappa}{4\pi\epsilon_0\hbar}\sqrt{\frac{m}{2\hbar\omega}} .
\]

For absorption the denominator is \(\hbar^2q^2/2m-\hbar\omega\), which passes through zero. The energy shift is given by the principal value, in which an interval \(\pm\eta\) around \(u=1\) is cut out. With the antiderivative \(\tfrac12\ln|(u-1)/(u+1)|\), which vanishes at both \(u=0\) and \(u=\infty\),

\[
\int\frac{du}{u^2-1}
=\frac12\ln\frac{\eta}{2-\eta}-\frac12\ln\frac{\eta}{2+\eta}
=\frac12\ln\frac{2+\eta}{2-\eta}\to0 .
\]

Hence \(Q=0\) for sharp electron levels in an unbounded parabolic band, and the ratio (6) equals 2. For this part of the shift the rule recovers half of the true zero-point reduction, and \(\alpha\hbar\omega/2\) must be added for each band edge. The electron edge moves down and the hole edge moves up, so both additions reduce the gap. In a hot crystal the levels are broadened by scattering. The pole at \(u=1\) gives the band-edge level a half-width \(\alpha\bar n\hbar\omega\). Broadening makes \(Q\) positive and also changes \(P\), by amounts that grow with temperature. The fraction one half therefore holds only while \(\alpha\bar n\ll1\).

**CdTe.** Its atoms are heavy and its phonons soft, so the 400 K of the model would be far from typical. Rough values are \(s=0.3\) meV/K and \(\Theta=150\) K, the latter taken as the slope-weighted mean over all phonons. The rule gives

\[
Z=\frac{0.3\times150}{2}=22.5\ \text{meV},
\]

much less than in the model crystal at the same slope. At fixed slope, a softer lattice has a smaller zero-point shift, because it reaches the classical regime at a lower temperature.

For the polar part take, again roughly, \(\hbar\omega=21\) meV, \(\epsilon_\infty=7\), \(\epsilon_s=10\) and an electron mass of 0.1 free-electron masses. Then \(\alpha=0.345\) and the electron shift is 7.2 meV. The valence band is degenerate and anisotropic, so a single hole mass is a crude substitute. The shift averages \(\sqrt m\) over the heavy and light bands, so the equivalent mass lies below the heavy-hole mass. Trial masses of 0.4 and 0.6, the second on the heavy side, give hole shifts of 14.5 and 17.7 meV. The missing halves are

\[
\frac{7.2+14.5}{2}\approx10.9\ \text{meV},\qquad
\frac{7.2+17.7}{2}\approx12.5\ \text{meV},
\]

which raise the estimate to 33 or 35 meV for sharp levels, a correction of about half the value given by the rule. At 300 K, where \(\bar n=0.8\) for this phonon, \(\alpha\bar n\) is 0.3 for the electron and 0.55 to 0.7 for the holes. The levels are then far from sharp, and these additions give only the order of magnitude. For the holes \(\alpha\) is 0.690 and 0.845. Because a single parabolic band stands in for the real valence band, the hole shifts are sizes and not precise values. These figures are model estimates, not measured properties of CdTe. They apply to a separate electron and hole. If the gap is read from an exciton line, the polar shifts of the two carriers partly cancel, and these additions cannot be used unchanged.

**Thermal expansion and stress.** A slope measured at constant pressure includes the effect of expansion. Does this spoil the inference? Let \(v\) be the fractional volume change, \(Kv^2/2\) the elastic energy per mode, and \(\omega(v)=\omega_0(1-\gamma v)\), where \(\gamma\) is the Grüneisen parameter. The vibrational free energy is \(F_{\rm vib}=k_BT\ln[2\sinh(\hbar\omega/2k_BT)]\), whose derivative with respect to \(\omega\) is \((\hbar/2)\coth(\hbar\omega/2k_BT)\). Minimizing the total free energy gives, to leading order in \(v\),

\[
Kv=\frac{\gamma\hbar\omega_0}{2}\coth\frac{\Theta}{2T}.
\]

A gap change proportional to \(v\) thus has the same form as (1), zero-point expansion included. For a free crystal with one \(\Theta\) its contribution is already in the 60 meV and must not be added again. In crystals such as Si and CdTe some modes have negative \(\gamma\), so the expansion is a sum of coth terms of both signs, to be treated as in (4). Its size for a linear expansion coefficient of \(4\times10^{-6}\) K\(^{-1}\) and a gap that falls by 2 eV per unit of \(v\) is

\[
3\times4\times10^{-6}\times2000\ \text{meV}=0.024\ \text{meV/K},
\]

or 4.8 meV of \(Z\).

A film on a chip breaks the assumption of a free crystal. The substrate largely dictates its in-plane expansion, and the resulting strain changes the gap with temperature at a rate unrelated to the film's own zero-point motion. That part of the slope has to be removed before the rule is used. A strain contribution as large as the expansion term above, if left in, would shift the inferred \(Z\) by about 5 meV.

**Hot lattices.** Two further effects bend the line at high temperature. First, expansion softens the modes. In the classical regime the mean square displacement varies as \(T/\omega^2\). With volume expansion coefficient \(\alpha_V=1.2\times10^{-5}\) K\(^{-1}\) and \(\gamma=1\), the lowering is approximately

\[
\frac{sT}{(1-\gamma\alpha_VT)^2}\approx sT(1+2\gamma\alpha_VT),
\]

so the slope rises by the fraction \(4\gamma\alpha_VT\), or 2.9% at 600 K. The full coth expression gives 3.0%.

Second, the quadratic coupling cannot grow without limit. Suppose that the gap depends on displacement through \(W\cos(kx)\), where \(k\) is a dimensionless constant. The thermal distribution of a harmonic displacement is Gaussian, so \(\langle\cos kx\rangle=e^{-k^2\langle x^2\rangle/2}\). If \(L(T)=Z\coth(\Theta/2T)\) is the lowering without saturation, it is replaced by \(W(1-e^{-L/W})\), and the slope is multiplied by \(e^{-L/W}\). With \(W=2\) eV and \(L=187\) meV at 600 K, the slope falls by 8.9% relative to its unsaturated value at that temperature.

For these chosen parameters the two effects have opposite signs and partly cancel. They also show that heating the sample further does not improve the estimate indefinitely: the quantum correction in (3) shrinks, but the departures from harmonic motion and quadratic coupling grow. The numerical output below lists the inputs and shifts for each case.

## Computed results

```
NONPOLAR MODEL
High-temperature slope magnitude: 0.300 meV/K
Effective phonon temperature: 400 K
Phonon energy: 34.47 meV
Zero-point reduction, formula: 60.00 meV = 0.0600 eV
Zero-point reduction, grid: 60.08 meV
T=100 K: below bare 62.24, below 0 K gap 2.24, asymptote 30.00 meV
T=200 K: below bare 78.78, below 0 K gap 18.78, asymptote 60.00 meV
T=300 K: below bare 102.95, below 0 K gap 42.95, asymptote 90.00 meV
T=400 K: below bare 129.84, below 0 K gap 69.84, asymptote 120.00 meV
T=600 K: below bare 186.62, below 0 K gap 126.62, asymptote 180.00 meV
T=800 K: below bare 244.98, below 0 K gap 184.98, asymptote 240.00 meV
Local/asymptotic slope at 300 K: 0.8641
Local/asymptotic slope at 600 K: 0.9638
Z if 0.3 meV/K is the 300 K slope: 69.43 meV
Z error for independent 10% input errors: 8.49 meV
SEVERAL MODES
Two modes: 200, 600 K; Z shares 15, 45 meV
Slope-weighted temperature: 400.0 K
One-mode fit, 20-500 K: Theta 325.6 K, Z 45.41 meV
Fitted high-temperature slope: 0.2789 meV/K
Opposite-sign modes: 100, 400 K; Z shares -5, 80 meV
Their slope 0.300 meV/K, mean Theta 500.0 K, total Z 75.0 meV
CORRECTIONS TO NONPOLAR MODEL
Linear expansion: 4.0e-06 1/K; deformation potential magnitude: 2.0 eV
Expansion share of slope: 0.0240 meV/K
Expansion share of Z: 4.80 meV
Gruneisen parameter: 1.0
Softening change of 600 K slope: 3.04 %
Saturating coupling scale: 2.0 eV
Saturation change of 600 K slope: -8.91 %
Remote level distance: 1.0 eV
Remote-level change of Z at fixed slope: -3.45 %
CdTe, ROUGH INPUTS
Slope 0.30 meV/K, Theta 150 K
Z from rule: 22.50 meV
Local/asymptotic slope at 300 K: 0.9794
Polar phonon: 21.0 meV = 243.7 K
Dielectric constants: fast 7.0, static 10.0
Electron: mass 0.1 m_e, alpha 0.345, polar shift 7.24 meV
Hole A: mass 0.4 m_e, alpha 0.690, polar shift 14.49 meV
Hole B: mass 0.6 m_e, alpha 0.845, polar shift 17.74 meV
Hole A: missing polar half 10.87 meV, corrected Z 33.37 meV
Hole B: missing polar half 12.49 meV, corrected Z 34.99 meV
```
